# Coercive field of a quartic ferroelectric with frozen spontaneous strain, part 1

(Sections cited here and not found follow in the second part.)

## 1. From one strain to the general law

### The result

Consider a ferroelectric whose polarization \(P\) is uniform and lies along one fixed axis. Its energy has terms in \(P^2\) and \(P^4\), and \(P^2\) couples linearly to strain. Let \(b_x\) be the quartic coefficient at fixed strain and \(b_s\) the one at zero stress. If the crystal is reversed while its strain stays at the value it had in the spontaneous, stress-free state, then

\[
\frac{E_c^{\rm frozen}}{E_c^{\rm free}}=\frac{b_x}{b_s}\equiv r .
\]

Here \(E_c^{\rm free}\) is the coercive field when the strain follows the polarization at zero stress. The relation is exact within this model for \(b_s>0\), at fixed temperature and for overdamped motion. The value at which the strain is frozen matters: holding the crystal at zero strain lowers the coercive field instead of raising it.

### One strain component, free to follow

Begin with a single strain \(x\), measured from the nonpolar state. The energy density is

\[
F(P,x)=\frac a2P^2+\frac{b_x}{4}P^4+\frac c2x^2-qxP^2 ,\qquad a<0,\quad c>0 .
\]

The stiffness \(c\) is taken at fixed polarization, and \(q\) measures the coupling. The electric field is \(E=\partial F/\partial P\) and the stress is \(\sigma=\partial F/\partial x\), positive in tension. Both derivatives are taken with the other variable fixed:

\[
E=aP+b_xP^3-2qxP,\qquad \sigma=cx-qP^2 .
\]

Zero stress requires \(x=qP^2/c\). Substituting this into the two strain terms of the energy gives

\[
\frac c2\frac{q^2P^4}{c^2}-q\,\frac{qP^2}{c}P^2
=\frac{q^2}{2c}P^4-\frac{q^2}{c}P^4=-\frac{q^2}{2c}P^4 .
\]

The energy at zero stress is therefore

\[
F_s(P)=\frac a2P^2+\frac{b_s}{4}P^4,\qquad
b_s=b_x-\frac{2q^2}{c}.
\]

The factor 2 appears because the quartic term carries a prefactor \(1/4\), while the elastic correction is \(-q^2/(2c)\). A strain that is free to adjust lowers the energy at each nonzero \(P\), so \(b_s\le b_x\) whatever the sign of \(q\).

The stress-free field curve is

\[
E_s(P)=\frac{dF_s}{dP}=aP+b_sP^3 .
\]

Differentiating \(F_s\) gives the same field as inserting the relaxed strain into \(\partial F/\partial P\). The additional term in the total derivative is \((\partial F/\partial x)(dx/dP)\), which vanishes because the stress is zero.

At zero field the nonzero solutions are \(P=\pm P_s\), and the strain that belongs to both is \(x_s\):

\[
P_s^2=\frac{|a|}{b_s},\qquad x_s=\frac{q}{c}P_s^2 .
\]

The condition \(b_s>0\) is needed here. Without it the quartic energy has no stable polar state, and a higher-order term must be supplied.

### Where the polarization loses stability

Start at \(+P_s\) and apply a field \(-E_0\) with \(E_0>0\). For homogeneous overdamped motion with damping coefficient \(\gamma>0\), and with strain that follows without delay,

\[
\gamma\frac{dP}{dt}=-E_0-E_s(P).
\]

An equilibrium on the original side needs \(-E_s(P)=E_0\) with \(P>0\). The function

\[
-E_s(P)=|a|P-b_sP^3
\]

vanishes at \(P=0\) and at \(P=P_s\), and is positive between them. Its derivative is \(|a|-3b_sP^2\), which vanishes at

\[
P_m=\sqrt{\frac{|a|}{3b_s}}=\frac{P_s}{\sqrt3}.
\]

The second derivative, \(-6b_sP\), is negative there, so the point is a maximum. Its height is the coercive field:

\[
E_c^{\rm free}=|a|P_m-b_sP_m^3
=P_m\left(|a|-\frac{|a|}{3}\right)
=\frac{2|a|^{3/2}}{3\sqrt3\,b_s^{1/2}} .
\]

If \(E_0<E_c^{\rm free}\), the polarization falls from \(P_s\) to the first equilibrium and stops. A first-order equation in one variable cannot carry it through that point. If \(E_0>E_c^{\rm free}\), then \(dP/dt<0\) throughout \(0\le P\le P_s\), and the polarization passes through zero. The maximum of the static curve is therefore the switching threshold of this motion. With appreciable inertia, a suddenly applied field could carry \(P\) past an equilibrium, which is why overdamping is assumed.

Since \(|a|=b_sP_s^2\), the same coercive field can be written

\[
E_c^{\rm free}=\frac{2}{3\sqrt3}\,b_sP_s^3 .
\]

At fixed \(P_s\), it is proportional to the quartic coefficient.

### The same strain, frozen

Now hold \(x=x_s\) while \(P\) changes. The field becomes

\[
E_f(P)=(a-2qx_s)P+b_xP^3 .
\]

The frozen strain changes the linear coefficient. Using \(x_s=qP_s^2/c\), then \(2q^2/c=b_x-b_s\), then \(P_s^2=-a/b_s\),

\[
a-2qx_s=a-\frac{2q^2}{c}P_s^2
=a+(b_x-b_s)\frac{a}{b_s}
=a\,\frac{b_x}{b_s}=ra .
\]

The cubic coefficient is \(b_x=rb_s\). Both coefficients have acquired the same factor, so

\[
E_f(P)=r\left(aP+b_sP^3\right)=r\,E_s(P)
\qquad\text{for every }P .
\]

The maximum of \(-E_f\) lies at the same \(P_m\) as before and is \(r\) times as high. This proves the result for one strain.

There is a shorter way to see it. The frozen curve is an odd cubic with leading coefficient \(b_x\). It must vanish at \(P_s\), because the crystal was in equilibrium there when its strain was frozen. Such a cubic can only be \(b_xP(P^2-P_s^2)\), whereas the free curve is \(b_sP(P^2-P_s^2)\).

Two limits test the formula. For \(q\to0\), the strain no longer acts on the polarization; then \(b_x=b_s\) and the ratio is 1, as it must be. In the opposite limit let \(b_s\to0^+\), with \(b_x\) and \(P_s\) held fixed. The free coercive field, proportional to \(b_sP_s^3\), tends to zero. The frozen one, proportional to \(b_xP_s^3\), stays finite, so the ratio diverges. Near this limit even a small sixth-order term can matter, and the quartic model has to be used with care.

### Why zero strain gives the opposite change

Suppose the crystal is held at \(x=0\) instead. The linear coefficient then remains \(a\), while the quartic coefficient is \(b_x\). Repeating the calculation of the maximum with these coefficients gives

\[
E_c^{(x=0)}=\frac{2|a|^{3/2}}{3\sqrt3\,b_x^{1/2}},
\qquad
\frac{E_c^{(x=0)}}{E_c^{\rm free}}
=\sqrt{\frac{b_s}{b_x}}=r^{-1/2}\le1 .
\]

A larger quartic coefficient at fixed \(a\) reduces the polarization and also the coercive field. Freezing at \(x_s\) includes this factor \(r^{-1/2}\), but it also changes \(|a|\) to \(r|a|\), which contributes \(r^{3/2}\). Their product is \(r\). The spontaneous strain acts as a built-in preference for a polarized state of either sign, and that preference has to be overcome on the way through \(P=0\).

### Several strain components

Let \(x\) now be a column of strain components and \(c\) a symmetric positive definite stiffness matrix. With a coupling vector \(q\), the energy is

\[
F=\frac a2P^2+\frac{b_x}{4}P^4+\frac12x\cdot c\,x-P^2\,q\cdot x .
\]

The number of components does not enter the argument. For a tetragonal crystal polarized along its fourfold axis, the three normal strains suffice, since symmetry gives no shear strain proportional to \(P^2\).

Zero stress requires \(cx=qP^2\). Hence

\[
x=QP^2,\qquad Q=c^{-1}q ,
\]

where \(Q\) is the electrostriction vector. The strain part of the energy becomes

\[
\frac12P^4\,Q\cdot cQ-P^4\,q\cdot Q=-\frac12P^4\,Q\cdot cQ,
\]

because \(q=cQ\). Comparison with \(b_sP^4/4\) gives

\[
b_s=b_x-2\,Q\cdot cQ=b_x-2\,q\cdot c^{-1}q .
\]

Positive definiteness of \(c\) again ensures \(b_s\le b_x\). At the frozen strain \(x_s=QP_s^2\), the linear coefficient is

\[
a-2q\cdot x_s=a-2(q\cdot Q)P_s^2
=a-(b_x-b_s)P_s^2=ra .
\]

The whole curve is therefore multiplied by \(r\), as for one strain. Setting all but one component of \(q\) to zero does not in general reproduce the one-strain formula, since the stiffness matrix still couples the strains. The formula is recovered when \(c\) is diagonal as well.

This general law was tested on twelve dimensionless materials with three strains. They had random \(a\) between \(-2\) and \(-0.5\), and \(b_x\) between 1 and 3. The components of \(q\) were standard normal numbers. The stiffness was \(AA^{\mathsf T}+1\), with standard normal entries in \(A\), and cases with \(b_s<0.2\) were left out. Coercive fields found by differentiating the full energy and searching for the end of the branch gave ratios from 1.02 to 3.60. They differed from \(b_x/b_s\) by at most a few parts in \(10^{15}\), relative to that ratio.

### Barrier and final state

Integrating the field at fixed strain gives the energy difference between polarizations. Because \(E_f=rE_s\), the zero-field barrier obeys

\[
W_f=-\int_0^{P_s}E_f\,dP=rW_s,\qquad
W_s=\frac{|a|P_s^2}{2}-\frac{b_sP_s^4}{4}
=\frac{|a|P_s^2}{4}.
\]

The last step uses \(b_sP_s^2=|a|\). The increase has a direct mechanical meaning:

\[
W_f-W_s=\frac{b_x-b_s}{4}P_s^4
=\frac12P_s^4\,Q\cdot cQ
=\frac12x_s\cdot c\,x_s .
\]

It is the elastic energy of a nonpolar crystal forced to keep the shape of the polar one. When strain is free, the crystal gives up this distortion on the way to \(P=0\) and recovers it afterwards.

The strain depends on \(P^2\), so \(+P_s\) and \(-P_s\) have the same spontaneous shape. Once the field is removed, a reversal at frozen strain ends at \(-P_s\) with no stress left. The stress is confined to the path between the two states.

### The ratio as a ratio of permittivities

The slope of the field curve is the inverse dielectric response. Neglecting the vacuum contribution beside a large permittivity, \(dE/dP=1/(\varepsilon_0\varepsilon)\). At the spontaneous state,

\[
\left.\frac{dE_s}{dP}\right|_{P_s}=a+3b_sP_s^2=2|a|,
\qquad
\left.\frac{dE_f}{dP}\right|_{P_s}=2r|a| .
\]

It follows that

\[
r=\frac{\varepsilon_{\rm free}}{\varepsilon_{\rm clamped}}
=\frac1{1-k^2},\qquad
k^2\equiv1-\frac{\varepsilon_{\rm clamped}}{\varepsilon_{\rm free}} .
\]

Here the clamped permittivity refers to small changes of \(P\) about \(P_s\), with all strains fixed at \(x_s\). For zero coupling \(k^2=0\) and \(r=1\). Within the quartic model, two small-signal permittivities thus determine the change of a large-signal threshold. This link rests on the proportionality of the whole curves, and a sixth-order term breaks it.

## 2. Partial freezing, time and a worked example

### Symbols carried over

The polarization is \(P\), the strain is \(x\), and the quadratic coefficient is \(a<0\). The quartic coefficients are \(b_x\) at fixed strain and \(b_s=b_x-2Q\cdot cQ>0\) at zero stress, where \(c\) is the stiffness and \(Q=c^{-1}q\) is the electrostriction. The spontaneous state has \(P_s^2=|a|/b_s\) and \(x_s=QP_s^2\). The stress-free field is \(E_s=aP+b_sP^3\), with coercive field \(E_c^{\rm free}=2|a|P_s/(3\sqrt3)\). Freezing all strains at \(x_s\) multiplies the whole curve by \(r=b_x/b_s\). I write \(\delta=r-1\).

### Strain frozen at another value

Let the frozen strain be \(ux_s\), where \(u\) is a number. The linear coefficient is then

\[
a-2u\,q\cdot x_s=-|a|-u(b_x-b_s)P_s^2=-|a|(1+\delta u).
\]

The last step uses \((b_x-b_s)P_s^2=\delta b_sP_s^2=\delta|a|\). For \(1+\delta u>0\), the formula for the maximum of a cubic gives

\[
\frac{E_c(u)}{E_c^{\rm free}}
=\frac{(1+\delta u)^{3/2}}{(1+\delta)^{1/2}} .
\]

At \(u=1\) this is \(r\), and at \(u=0\) it is \(r^{-1/2}\), so both earlier results are recovered.

A field \(E_p\) along the initial polarization increases the strain before it is frozen. The polarization \(P_0\) then solves \(aP_0+b_sP_0^3=E_p\). Since the free strain is \(QP_0^2\), we have \(u=(P_0/P_s)^2>1\), and the coercive field exceeds \(rE_c^{\rm free}\).

The opposite happens if the strain follows during a slow reverse ramp and is frozen on the way. At the stress-free instability \(P^2=P_s^2/3\), so \(u=1/3\). The squared ratio is then

\[
\frac{(1+\delta/3)^3}{1+\delta}
=1+\frac{\delta^2/3+\delta^3/27}{1+\delta} .
\]

The correction starts at order \(\delta^2\). Strain frozen just as the free crystal becomes unstable therefore raises the threshold much less, at small \(\delta\), than strain frozen at zero field.

### Some strains frozen, others free

Split the strains into frozen components \(y\) and free components \(z\). Divide the stiffness into blocks \(A\) for \(yy\), \(B\) for \(yz\) and \(D\) for \(zz\), and the coupling into \(g\) for \(y\) and \(h\) for \(z\). Zero stress on the free components requires

\[
Dz=w,\qquad w=hP^2-B^{\mathsf T}y .
\]

The part of the energy containing \(z\) is \(\frac12z\cdot Dz-z\cdot w\). At \(z=D^{-1}w\) it equals

\[
-\frac12w\cdot D^{-1}w
=-\frac12P^4h\cdot D^{-1}h
+P^2h\cdot D^{-1}B^{\mathsf T}y
-\frac12y\cdot BD^{-1}B^{\mathsf T}y .
\]

The first term changes the quartic coefficient to

\[
b_p=b_x-2h\cdot D^{-1}h .
\]

The second term changes the coupling of \(y\) to \(g-BD^{-1}h\), and the third changes its stiffness to \(A-BD^{-1}B^{\mathsf T}\). This stiffness is positive definite because it results from minimizing a positive definite quadratic form over \(z\). The energy thus has its original form, with the same \(a\) and with \(b_p\) in place of \(b_x\). Minimizing next over \(y\) must give the same \(b_s\) as minimizing over all strains together. The theorem of the first half then yields

\[
\frac{E_c^{\rm partial}}{E_c^{\rm free}}=\frac{b_p}{b_s},
\qquad b_s\le b_p\le b_x .
\]

With no component free, \(b_p=b_x\). With no component frozen, \(b_p=b_s\). For a plate whose in-plane strains are frozen and whose thickness strain \(x_3\) is free, \(b_p=b_x-2q_3^2/c_{33}\).

Freezing all strains at their spontaneous, stress-free value multiplies the coercive field by \(r=b_x/b_s\), and the law has been extended to other frozen strains and to partial freezing. It remains to find how long the strain must stay frozen, to work out a numerical example, and to examine heat exchange and other effects left out.
